\section*{Thermomigration stress in a blocked, current-free interconnect line}

\section*{Problem}

A narrow metal line is embedded in a low-k dielectric on a chip. Both ends are closed by barriers that atoms cannot cross, and no electric current flows. The cold end is held at $T_c=600$ K and the hot end at $T_h=610$ K. The atomic volume is $\Omega=11.8$ cubic angstroms, and the effective heat of transport $Q$ of the atoms has magnitude 0.1 eV; its sign is not given. Hydrostatic stress $\sigma$ is counted positive in tension, and $x$ runs from the cold end to the hot end.

\begin{enumerate}
\item[(a)] Find the stress difference $\Delta\sigma=\sigma_h-\sigma_c$ after the atomic flux has died out. Which end is the more tensile?
\item[(b)] Find the stress at each end for a linear temperature profile and a line that starts free of stress. What changes if the initial stress is not zero, or if the hottest point lies inside the line?
\item[(c)] The line is 50 $\mu$m long. Its effective modulus is $B=30$ GPa, and its atomic diffusivity is $10^{-12}$ cm$^2$/s at 600 K with activation energy 0.9 eV. Estimate the time needed to reach the steady state. Repeat (a) and (c) for ends at 380 and 390 K.
\item[(d)] Suppose that atoms move by jumping into vacancies, and that a jumping atom takes its migration energy $E_m$ from the site it leaves. The vacancy formation enthalpy without stress is $h_f$. Express $Q$ through these energies, and find the error made in (a) by treating $Q$ as independent of stress.
\item[(e)] How small must a residual current be for the line to count as current-free? Take an effective charge number of magnitude 1 and a resistivity of 4.0 $\mu\Omega\,$cm.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The steady stress difference}

Two forces act on the atoms. The first comes from stress. When an atom is added to a grain boundary under tension $\sigma$, the body grows by $\Omega$ and the tension does work $\Omega\sigma$ on it. The free energy needed to add the atom falls by this amount:
\begin{equation}
\mu=\mu_0(T)-\Omega\sigma .
\label{mu}
\end{equation}
This assumes that vacancies are in local equilibrium with the stress, so that $\mu$ is the potential that drives atoms along the line. At fixed temperature the force is $-\mu'=+\Omega\sigma'$, where a prime means $d/dx$. Atoms are drawn towards tension.

The second force is thermal. By the definition of the effective heat of transport it is $-QT'/T$. The temperature dependence of $\mu_0$ is not added separately, because $Q$ is defined as the coefficient that remains after the isothermal gradient of $\mu$ has been split off. With mobility $D/kT$ and $1/\Omega$ atoms per unit volume, the flux is
\begin{equation}
J=\frac{D}{\Omega kT}\left(\Omega\sigma'-Q\frac{T'}{T}\right).
\label{flux}
\end{equation}
Here $D$ is the diffusivity of atoms, which already contains the vacancy concentration. A positive $Q$ pushes atoms towards the cold end.

In a steady state no atoms accumulate anywhere, so $J$ is the same at every $x$. It vanishes at the blocked ends and therefore along the whole line. Since $D$ is not zero, the bracket in (\ref{flux}) must vanish:
\begin{equation}
\Omega\sigma'=Q\,\frac{T'}{T}=Q\,(\ln T)' .
\label{balance}
\end{equation}
For constant $Q$ and $\Omega$, integration from the cold end to the hot end gives
\begin{equation}
\Delta\sigma=\frac{Q}{\Omega}\,\ln\frac{T_h}{T_c}.
\label{main}
\end{equation}
The diffusivity has dropped out, and so has the temperature profile between the ends. For $Q=+0.1$ eV,
\begin{equation}
\frac{Q}{\Omega}=1357.8\ \text{MPa},\qquad
\ln\frac{610}{600}=0.016529,
\end{equation}
\begin{equation}
\Delta\sigma=1357.8\ \text{MPa}\times0.016529=22.4\ \text{MPa}.
\end{equation}
Expressed as an energy per atom, $\Omega\Delta\sigma=1.653$ meV.

If $Q>0$, atoms pile up at the cold end, and the depleted hot end is the more tensile. If $Q<0$, the difference is $-22.4$ MPa and the cold end is the more tensile. The data fix the magnitude but not the sign.

The small-difference form follows from $\delta=(T_h-T_c)/T_m$ with $T_m=(T_h+T_c)/2$. The ends are at $T_m(1\pm\delta/2)$, so
\begin{equation}
\ln\frac{T_h}{T_c}=\ln\frac{1+\delta/2}{1-\delta/2}
=\delta+\frac{\delta^3}{12}+\dots
\end{equation}
Hence $\Delta\sigma\approx Q(T_h-T_c)/(\Omega T_m)$, with an error relative to (\ref{main}) of about $\delta^2/12=2.3\times10^{-5}$. At a fixed temperature difference, the stress difference falls as $1/T_m$.

Blocking is essential. Suppose instead that both ends are open to reservoirs that hold them at equal stress. Dividing (\ref{flux}) by its mobility factor and integrating, with $J$ still uniform, gives
\begin{equation}
J\int_0^L\frac{\Omega kT}{D}\,dx=-Q\ln\frac{T_h}{T_c}.
\end{equation}
The stress difference is then zero by construction, and a steady flux runs to the cold end for $Q>0$. The same thermal force produces a stress difference in the blocked line and a flux in the open one.

\subsection*{(b) The stress at each end}

Equation (\ref{balance}) fixes differences of stress. The absolute level follows from the conservation of atoms. Let $n$ be the number of atoms per unit volume of the line's fixed envelope, so that $\partial n/\partial t=-\partial J/\partial x$. Extra atoms squeezed into a confined line make it compressive, and the effective modulus $B$ is defined by $d\sigma=-B\Omega\,dn$. With (\ref{flux}),
\begin{equation}
\frac{\partial\sigma}{\partial t}=B\Omega\frac{\partial J}{\partial x}
=\frac{\partial}{\partial x}\left[\kappa\left(\frac{\partial\sigma}{\partial x}-\frac{Q}{\Omega}\frac{T'}{T}\right)\right],
\qquad \kappa=\frac{DB\Omega}{kT}.
\label{transient}
\end{equation}
Integrating over the line leaves the flux at the two ends, which is zero. For uniform $B$ the mean stress therefore keeps its initial value $\bar\sigma$, and the steady profile is
\begin{equation}
\sigma(x)=\bar\sigma+\frac{Q}{\Omega}\left[\ln T(x)-\overline{\ln T}\right],
\label{profile}
\end{equation}
where the bar denotes the average over the length.

For a linear profile write $T=T_m(1+\delta y)$, with $y$ running from $-1/2$ to $1/2$. To second order $\ln T=\ln T_m+\delta y-\delta^2y^2/2$. Since $\overline{y^2}=1/12$, the average over the line is $\ln T_m-\delta^2/24$. The average of the two end values, where $y^2=1/4$, is $\ln T_m-\delta^2/8$, which is lower by $\delta^2/12$. With $\bar\sigma=0$,
\begin{equation}
\sigma_{h,c}=\pm\frac{\Delta\sigma}{2}-\frac{Q}{\Omega}\frac{\delta^2}{12}.
\end{equation}
The last term is $1357.8\ \text{MPa}\times2.3\times10^{-5}=0.03$ MPa. For $Q>0$ the ends are at $+11.19$ and $-11.25$ MPa. The slight asymmetry comes from the curvature of the logarithm and has no practical weight. Numerical integration of (\ref{transient}) from a stress-free start, with the diffusivity of part (c), ends at these same values.

A second case tests the claim that, for constant $Q$, neither the initial stress nor the shape of the profile matters for $\Delta\sigma$. With $s=x/L$, let
\begin{equation}
T=600\ \text{K}+10\ \text{K}\,[\,s+3s(1-s)\,].
\end{equation}
The ends are unchanged, but the maximum, 613.3 K, lies inside the line. Let the initial stress come from thermal mismatch. A line with linear expansion coefficient 17 ppm/K on a substrate with 3 ppm/K becomes compressive where it is heated. If the cold end is taken as stress-free, the initial stress is $-3B\,(14\ \text{ppm/K})(T-T_c)$, which makes the hot end start 12.6 MPa \emph{below} the cold end.

Integrating (\ref{transient}) from this start with $Q>0$ gives a final difference of $+22.44$ MPa, as (\ref{main}) requires. Diffusion has removed the initial difference, even though it had the opposite sign. What survives is the mean. The average of $s+3s(1-s)$ is $1/2+3/6=1$, so the mean temperature is 610 K and the mean initial stress is $-12.6$ MPa. The hot end, itself at 610 K, must finish close to this mean by (\ref{profile}). It finishes at $-12.58$ MPa, and the cold end at $-35.02$ MPa.

Two consequences follow. The end stresses depend on the history of the line although, for constant $Q$, their difference does not; with the stress-dependent $Q$ of part (d) this case would end at 22.05 MPa instead of 22.44 MPa. And when the hottest point is inside the line, (\ref{profile}) puts the highest stress there for $Q>0$, so $\Delta\sigma$ is not the full range of stress along the line. In this case the highest stress is $-5.2$ MPa, still compressive, and the full range is 29.8 MPa.

\subsection*{(c) The time to reach the steady state}

Let $u$ be the deviation of $\sigma$ from its final profile. The thermal term in (\ref{transient}) cancels, and for uniform $\kappa$ what remains is $\partial u/\partial t=\kappa\,\partial^2u/\partial x^2$. Zero flux at the ends means $\partial u/\partial x=0$ there. The slowest mode that conserves the mean is $\cos(\pi x/L)$, which decays as $e^{-t/\tau}$ with
\begin{equation}
\tau=\frac{L^2}{\pi^2\kappa}=\frac{L^2kT}{\pi^2DB\Omega}.
\label{tau}
\end{equation}
The diffusivity at the mid-line temperature $T_m=605$ K follows from the value at 600 K:
\begin{equation}
D(T_m)=10^{-12}\ \text{cm}^2/\text{s}\times
\exp\left[\frac{0.9\ \text{eV}}{k}\left(\frac{1}{600\ \text{K}}-\frac{1}{605\ \text{K}}\right)\right].
\end{equation}
With this value (\ref{tau}) gives $\tau=14.4$ h. In reality $\kappa$ varies along the line, because $D$ does. The slowest decay rate of the discretized equation (\ref{transient}), with that variation included, also gives 14.4 h. After one such time the slowest mode has decayed to $1/e$ of its initial amplitude, so a test must last several times $\tau$ before (\ref{main}) applies.

For ends at 380 and 390 K, with $Q$, $\Omega$ and the 10 K difference held fixed, (\ref{main}) gives $\Delta\sigma=35.3$ MPa. This is larger by the ratio of mean temperatures, $605/385$. The slowest relaxation time, however, becomes about 20 years. The cooler line has the larger final stress difference but may not reach it in service. The time depends exponentially on the activation energy, so 20 years is an order of magnitude and not a prediction of lifetime.

\subsection*{(d) What $Q$ means, and its dependence on stress}

Consider neighbouring sites $i$ and $j$ at temperatures $T_i$ and $T_j$, with vacancy probabilities $c_i$ and $c_j$, both small. A vacancy moves from $i$ to $j$ when the atom at $j$ jumps into it. That atom takes its energy at $j$, so the rate is proportional to $e^{-E_m/kT_j}$, with a prefactor taken as independent of temperature. A prefactor proportional to $T_j^{\,p}$ would add $p\,kT$ to $Q$, which for $p=1$ is 0.052 eV at 605 K, half of $|Q|$. In a blocked chain the steady exchange between each pair of neighbours must balance:
\begin{equation}
c_i\,e^{-E_m/kT_j}=c_j\,e^{-E_m/kT_i}.
\end{equation}
Multiplying both sides by $e^{E_m/kT_i}\,e^{E_m/kT_j}$ gives $c_i\,e^{E_m/kT_i}=c_j\,e^{E_m/kT_j}$. This product is therefore the same at every site:
\begin{equation}
\ln c=a-\frac{E_m}{kT},
\label{kinetic}
\end{equation}
with $a$ a constant. Local equilibrium gives a second expression for $c$. Tension lowers the formation enthalpy by $\Omega\sigma$, if the relaxation of the lattice around the vacancy is neglected, so
\begin{equation}
\ln c=\frac{s_f}{k}-\frac{h_f-\Omega\sigma}{kT},
\label{local}
\end{equation}
where $s_f$ is the formation entropy. Equating (\ref{kinetic}) and (\ref{local}) and multiplying by $kT$,
\begin{equation}
E_m-h_f+\Omega\sigma=\left(a-\frac{s_f}{k}\right)kT .
\label{line}
\end{equation}
The left side is proportional to $T$. Its logarithmic derivative gives $\Omega\sigma'=(E_m-h_f+\Omega\sigma)\,T'/T$. Comparison with (\ref{balance}) at $\sigma=0$ identifies
\begin{equation}
Q=E_m-h_f .
\end{equation}
The two terms compete. Taking the migration energy at the starting site favours jumps out of hot sites and drives atoms to the cold end. The higher equilibrium concentration of vacancies at the hot end drives vacancies to the cold end and atoms to the hot end. In this model $Q$ can therefore have either sign; the model does not establish the sign or size of $Q$ in a real metal.

Under stress, $Q$ is replaced by $Q+\Omega\sigma$. By (\ref{line}) the ratio $(Q+\Omega\sigma)/T$ has the same value at both ends, so $Q+\Omega\sigma_h=(Q+\Omega\sigma_c)\,T_h/T_c$. Subtracting $Q+\Omega\sigma_c$ and dividing by $\Omega$,
\begin{equation}
\Delta\sigma=\left(\frac{Q}{\Omega}+\sigma_c\right)\left(\frac{T_h}{T_c}-1\right).
\label{corrected}
\end{equation}
Here $T_h/T_c-1=1/60$. If the cold end is unstressed, $\Delta\sigma=1357.8/60=22.63$ MPa, which is 0.8\% above (\ref{main}). If the mean stress is zero instead and the profile is linear, (\ref{line}) makes $\sigma$ linear in $x$, the small asymmetry found in (b) disappears, $\sigma_c=-11.22$ MPa and (\ref{corrected}) gives $1346.6/60=22.44$ MPa: the correction $\Omega\sigma$ then nearly averages out along the line.

A background tension matters more. By the mismatch formula of (b), 1.26 MPa/K, a tension of 200 MPa needs cooling by about 160 K below the stress-free temperature for $B=30$ GPa, about 300 K for 16 GPa and more for a softer dielectric, so it belongs, if it is reached at all, to temperatures well below 600 K. Taken as an example, at $\sigma_c=200$ MPa $\Omega\sigma_c=14.7$ meV, or 15\% of $|Q|$. For $Q>0$ the difference rises to $1557.8/60=25.96$ MPa. For $Q<0$ it becomes $-1157.8/60=-19.30$ MPa. For ends at 380 and 390 K the same tension turns the magnitude 35.3 MPa of (c) into $41.0$ MPa for $Q>0$ and $-30.5$ MPa for $Q<0$. The magnitude then depends on the sign of $Q$, which it does not do in (\ref{main}). Direct solution of the balance equations for a chain of 60 sites, with $E_m$ and $h_f$ equal to 0.5 and 0.4 eV or interchanged, reproduces (\ref{corrected}) for both signs and both stress levels.

These percentages belong to this hopping model. If a jumping atom took part of its energy elsewhere, the expression for $Q$ would change: with a share $w$ taken at the starting site and the rest at the destination, $Q=(2w-1)E_m-h_f$, which for 0.5 and 0.4 eV already vanishes at $w=0.9$. If the vacancy relaxed inwards, the stress term in (\ref{local}) would be smaller, and the jump rates would have to depend on stress as well for the isothermal force to remain $\Omega\sigma'$; that case is not treated here.

\subsection*{(e) How small a residual current must be}

A current density $j$ adds an electron-wind force of magnitude $Z e\rho j$, where $Z$ is the magnitude of the effective charge number and $\rho$ the resistivity. Repeating the zero-flux argument with a wind that opposes the thermal effect gives, for $Q>0$ and uniform $\rho$,
\begin{equation}
\Omega\Delta\sigma=Q\ln\frac{T_h}{T_c}-Ze\rho jL .
\end{equation}
The two terms cancel when
\begin{equation}
j=\frac{1.653\ \text{mV}}{4.0\ \mu\Omega\,\text{cm}\times50\ \mu\text{m}}
=0.083\ \text{MA/cm}^2 .
\end{equation}
Integration of (\ref{transient}) with this opposing wind ends with no stress difference between the ends, to the digits printed. The cancellation holds for the ends only: inside the line a range of 0.05 MPa remains for the linear profile and of 17 MPa for the bowed profile of (b). To keep the wind below a tenth of the thermal effect, $j$ must stay below about 0.008 MA/cm$^2$ for this length and these parameters. The limit scales as $1/L$, because the wind acts along the whole line while the thermal term depends on the end temperatures alone.

The absence of current does not remove every electric field. A temperature gradient sets up a thermoelectric field, and with a Seebeck coefficient of magnitude 2 $\mu$V/K and an ionic charge number of magnitude 1 the product $eS(T_h-T_c)/\Omega$ is 0.27 MPa, about 1\% of the result. This is an order of magnitude only. The coefficient grows with temperature (a free-electron estimate with a Fermi energy of 7 eV gives 1.6 $\mu$V/K at 300 K and 3.2 $\mu$V/K at 605 K), and it fixes the gradient of the electrochemical potential, which differs from the electrostatic field by the temperature derivative of the electron chemical potential, about 1 $\mu$V/K in the same estimate. The force on the ions contributes a few tenths of a MPa. If $Q$ was measured without current, this force is already contained in it and must not be added again.

\subsection*{The result beside a real line}

The material parameters are rough values for an on-chip damascene line at the temperature of an accelerated test; 600 K is far above the temperature of use. The gradient of 2000 K/cm is steep and needs a strong local heater: in silicon it carries a heat flux of order 1 kW/cm$^2$, while the line's own Joule heat at 1 MA/cm$^2$ would raise its middle by at most about 3 K. A line 0.2 $\mu$m thick on 0.2 $\mu$m of dielectric with conductivity 0.4 W/mK follows the temperature of its surroundings beyond about 6 $\mu$m, so the linear profile of (b) must be imposed by them. The absence of current is an essential assumption. Electromigration tests use current densities of order 1 MA/cm$^2$, about twelve times the cancelling value, so the wind would contribute a stress difference of roughly 270 MPa in this model, provided the line does not form voids first, against 22 MPa from the temperature difference. Thermomigration is then a correction, unless the temperature gradient is much steeper. At a given small gradient both contributions are proportional to $L$, so the length of the line does not change their ratio. A soft dielectric lowers $B$. The value 30 GPa is closer to a line in silica: an elastic estimate for a copper cylinder in a dielectric of Young's modulus 10 GPa gives about 4 to 17 GPa for atoms added isotropically, depending on how far shear stress relaxes, and $\tau$ of about 25 to 110 h. The range is not a bound: a dielectric of 3 GPa gives 1 to 15 GPa, and atoms added only along the axis, without shear relaxation, raise the hydrostatic modulus to about 44 GPa. With the other parameters fixed, this lengthens $\tau$ as $1/B$ but, for constant $Q$, leaves the steady $\Delta\sigma$ unchanged. If $\Omega$ was quoted at room temperature, expansion to 600 K raises it by 1.5\% and lowers $\Delta\sigma$ by the same fraction. The treatment also assumes that the line neither yields nor forms voids on the way to the steady state. Given these corrections, and above all the uncertainty of $Q$, to which the answer is proportional, a magnitude of 22 MPa for a line with little background stress is as fine a statement as the model supports. The computed values are collected in the numerical output below.

\section*{Computed results}
\begin{verbatim}
Cold end temperature: 600 K
Hot end temperature: 610 K
Heat of transport, magnitude: 0.10 eV
Atomic volume: 11.8 cubic angstrom
Q/Omega: 1357.8 MPa
ln(T_hot/T_cold): 0.016529 (no unit)
STRESS DIFFERENCE, log law: 22.44 MPa
Same as energy per atom: 1.653 meV
Small-difference form: 22.44 MPa
Its relative error: 2.3e-05 (no unit)
-- transient runs, rough line parameters --
Line length: 50 um
Effective modulus: 30 GPa
Diffusivity at 600 K: 1.0e-12 cm2/s
Activation energy: 0.9 eV
Run A (linear T, no initial stress) difference: 22.44 MPa
Run A cold end stress: -11.25 MPa
Run A hot end stress: 11.19 MPa
Run B peak temperature inside line: 613.3 K
Run B initial mismatch difference: -12.60 MPa
Run B final difference: 22.44 MPa
Run B final cold end stress: -35.02 MPa
Run B final hot end stress: -12.58 MPa
Slowest relaxation time, eigenvalue: 14.4 h
Slowest relaxation time, estimate: 14.4 h
-- vacancy hopping (E_m, h_f = 0.5, 0.4 eV or swapped) --
Q > 0, cold end unstressed: 22.63 MPa
Q < 0, cold end unstressed: -22.63 MPa
Background tension: 200 MPa
Omega * background: 14.7 meV
Q > 0, with background: 25.96 MPa
Q < 0, with background: -19.30 MPa
-- other neglected effects --
Effective charge number, magnitude: 1 (no unit)
Resistivity: 4.0 uohm cm
Current density cancelling the effect: 0.083 MA/cm2
Difference left in run with that wind: 0.000 MPa
Seebeck coefficient, magnitude: 2 uV/K
Thermoelectric field contribution: 0.27 MPa
Linear expansion coefficient of line: 17 ppm/K
Linear expansion coefficient of substrate: 3 ppm/K
Growth of Omega from 300 to 600 K: 1.5 %
Use temperature, cold end: 380 K
Use temperature, hot end: 390 K
Stress difference at use temperatures: 35.27 MPa
Relaxation time at use temperatures: 20 years
\end{verbatim}
